# Monte Carlo backscattering over a source barrier with phonon energy loss

## Result and model

An electron is injected over a source barrier into a channel with one subband. If it scatters only elastically, in independent classical events without phase coherence between them, the fraction returning to the source is

\[
R_{\rm el}=\frac{L}{L+\lambda},
\]

where \(L\) is the channel length and \(\lambda\) is the mean path between elastic reversals of direction. If it can also emit optical phonons of energy \(w\), and was injected with energy \(0<E<w\) above the barrier top, the fraction is

\[
R=\frac{\ell}{\ell+\lambda},\qquad
\ell=d+\frac{\lambda}{s+b\coth[b(L-d)/\lambda]},
\]

\[
d=\frac{w-E}{F}<L,\qquad s=\frac{\lambda}{\Lambda},\qquad b=\sqrt{s^2+2s}.
\]

Here \(\Lambda\) is the mean path for emission where emission is allowed. In a long channel at fixed field, \(\ell\) no longer depends on \(L\).

Scattering continues after emission, and it still turns carriers toward the source. Once the total energy is below the barrier top, however, such a turn cannot end in a classical return unless the carrier regains energy.

The algebra uses atomic units. The barrier top is at \(x=0\), the potential energy is \(-Fx\) with \(F>0\), and the drain at \(x=L\) absorbs every arriving carrier. Energy \(E\) is measured from the barrier top, so the kinetic energy is \(K=E+Fx\). Both mean paths are constant, an emission leaves either direction equally likely, and phonon absorption is at first omitted. If an elastic event also chose its direction at random, only half the events would reverse it, and \(\lambda\) would be twice the mean path between events.

## Injection and elastic return

In one dimension the density of states for one direction, per spin, is \(1/(2\pi v)\). The flux per unit energy is velocity times density times occupation, \(v f/(2\pi v)=f/(2\pi)\). For a nondegenerate source the normalized distribution of injected energies is therefore \(e^{-E/kT}/kT\).

Let \(j_+\) and \(j_-\) be the positive magnitudes of the right- and left-going fluxes at energy \(E\). In a slice \(dx\), right movers lose \(j_+dx/\lambda\) and gain \(j_-dx/\lambda\). Left movers cross the slice in the opposite direction, which reverses the sign of their derivative. Hence

\[
j_+'=\frac{j_--j_+}{\lambda},\qquad
j_-'=\frac{j_--j_+}{\lambda}.
\]

The net flux \(J=j_+-j_-\) is constant. With \(j_-(L)=0\), integration gives \(j_-(x)=J(L-x)/\lambda\), so

\[
R_{\rm el}=\frac{j_-(0)}{j_+(0)}
=\frac{JL/\lambda}{J+JL/\lambda}=\frac{L}{L+\lambda}.
\]

The field drops out because \(\lambda\) is constant and a left mover with \(E>0\) has \(K>0\) all the way to the barrier top. If \(\lambda\) depends on \(K\), the ratio \(L/\lambda\) becomes \(\int_0^L dx/\lambda(E+Fx)\) and the field enters. This needs one-dimensional motion. With transverse motion, a carrier turned at depth \(x\) must have a longitudinal energy of at least \(Fx\), and the formula fails.

## What emission changes

Emission requires \(K>w\), or \(x>d\). It lowers the total energy to \(E-w\). The new turning point follows from zero kinetic energy:

\[
E-w+Fx_t=0\quad\Longrightarrow\quad x_t=\frac{w-E}{F}=d.
\]

The turning point coincides with the emission threshold. For \(E<w\) it lies inside the channel, and the field turns the carrier back there. For the purpose of counting returns, emission therefore acts as absorption. Beyond \(d\),

\[
j_+'=-\left(\frac1\lambda+\frac1\Lambda\right)j_++\frac{j_-}{\lambda},
\qquad
j_-'=\left(\frac1\lambda+\frac1\Lambda\right)j_--\frac{j_+}{\lambda}.
\]

Define \(r=j_-/j_+\). The quotient rule, \(r'=j_-'/j_+-r\,j_+'/j_+\), gives

\[
r'=2r\left(\frac1\lambda+\frac1\Lambda\right)-\frac{1+r^2}{\lambda}
=-\frac{(1-r)^2}{\lambda}+\frac{2r}{\Lambda}.
\]

It is convenient to use the length \(q=\lambda r/(1-r)\), for which \(r=q/(q+\lambda)\). Since \(q'=\lambda r'/(1-r)^2\) and \(r/(1-r)^2=q(q+\lambda)/\lambda^2\),

\[
-q'=1-\frac{2q(q+\lambda)}{\lambda\Lambda},\qquad q(L)=0.
\]

Set \(u=q/\lambda\) and \(t=(L-x)/\lambda\). Then \(du/dt=1-2s(u^2+u)\). With \(p=1/u\), so that \(du/dt=-p^{-2}dp/dt\), this becomes

\[
\frac{dp}{dt}=-p^2+2sp+2s=b^2-(p-s)^2.
\]

The condition \(u(0)=0\) means \(p\to\infty\) at \(t=0\). The solution is \(p=s+b\coth(bt)\), because the derivative of \(b\coth(bt)\) is \(b^2-b^2\coth^2(bt)\). Thus

\[
q(d)=\frac{\lambda}{s+b\coth[b(L-d)/\lambda]}.
\]

Between the barrier top and \(d\) there is no emission. The equation is then \(-q'=1\), and \(q(0)=d+q(d)=\ell\), as stated. If \(d\ge L\), no emission occurs and \(\ell=L\).

For a long channel \(\coth\to1\). Using \(b^2-s^2=2s\),

\[
\frac{\lambda}{s+b}=\frac{\lambda(b-s)}{2s}
=\frac12\left[\sqrt{\lambda^2+2\lambda\Lambda}-\lambda\right],
\]

\[
\ell_\infty=d+\frac12\left[\sqrt{\lambda^2+2\lambda\Lambda}-\lambda\right].
\]

Three limits show its content:

- For \(\Lambda\to0\), carriers emit at the threshold and \(\ell=d\).
- For \(\Lambda\to\infty\) at finite \(L\), \(b\coth(bt)\to1/t\), which restores \(\ell=L\).
- For \(\lambda\gg\Lambda\), expansion of the root gives \(\ell_\infty=d+\Lambda/2\). A carrier turned at depth \(y\) beyond threshold must cover \(y\) twice without emitting, and \(\int_0^\infty e^{-2y/\Lambda}dy=\Lambda/2\).

The independence from \(L\) holds at fixed \(F\). At fixed total drop \(V=FL\), the first term is \(d=(w-E)L/V\) and grows with length.

## Carriers that can return after emitting

If \(E>w\), the first emission leaves the carrier above the barrier top. Let \(E_n=E-nw\), with \(n=0,\ldots,M-1\), be the energies that are still nonnegative. Let \(e_n\) be the emission probability per length at level \(n\). It equals \(1/\Lambda\) everywhere for \(n<M-1\). For the last level it equals \(1/\Lambda\) only beyond \((Mw-E)/F\). With \(e_{-1}=0\), the fluxes obey

\[
\pm j_{\pm,n}'=-\left(\frac1\lambda+e_n\right)j_{\pm,n}
+\frac{j_{\mp,n}}{\lambda}
+\frac{e_{n-1}}2(j_{+,n-1}+j_{-,n-1}).
\]

The factor one half is the random direction after emission. The coefficients are constant in two regions, so a product of two matrix exponentials, \(T\), carries the vector \((j_+,j_-)\) from \(0\) to \(L\). The drain condition \(j_-(L)=0\) reads \(T_{-+}j_+(0)+T_{--}j_-(0)=0\). Therefore

\[
j_-(0)=-T_{--}^{-1}T_{-+}j_+(0),\qquad R=\sum_n j_{-,n}(0),
\]

with unit input at \(n=0\). Averaging over the injected energies gives the thermal result.

## Pseudocode

```
for each carrier:
    draw E from exp(-E/kT)/kT
    x = 0; direction = +1
    repeat:
        draw path s, mean 1/(1/lambda + 1/Lambda)
        x = x + direction*s
        if E < 0 and x < -E/F:
            x = 2*(-E/F) - x; direction = +1
        if E >= 0 and x < 0: count return; stop
        if x > L: count drain exit; stop
        choose event type, weights 1/lambda : 1/Lambda
        if elastic: direction = -direction
        else if E + F*x > w:
            E = E - w; choose direction at random
        else: no collision
```

The last branch is a null collision. It lets one constant rate serve the whole channel although emission has a threshold. The fold at \(-E/F\) continues the unused part of the free path after the field has turned the carrier. It is valid because the candidate rate per length is constant. For the elastic run, remove emission from both the rate and the choice.

## Cost and stability

The mean path travelled per carrier is \(\int_0^L(j_++j_-)dx/j_+(0)\). With elastic scattering alone this is

\[
\frac{J\int_0^L[1+2(L-x)/\lambda]dx}{J(1+L/\lambda)}
=\frac{L+L^2/\lambda}{1+L/\lambda}=L.
\]

The mean number of collisions is therefore \(L/\lambda\). A carrier that starts at a reflecting turning point must leave through the drain. Its net flux is one, and the same integral gives \(L+L^2/\lambda\) for distance \(L\) to the drain and elastic events alone. Following a trapped carrier can thus cost quadratically in the distance it covers without further emission. If absorption and tunnelling are absent, carriers may be removed as soon as \(E<0\) without changing \(R\), although their later turns are then not counted.

The event-driven method has no time step. Its standard error for \(N\) independent carriers is \(\sqrt{R(1-R)/N}\). In the deterministic method the single-level solutions contain \(e^{\pm bx/\lambda}\), so the matrix entries eventually overflow in a long channel. With several levels, accuracy can be lost earlier: growing terms cancel across the region of length \((Mw-E)/F\) where the last level does not emit. At \(E=0.09\) eV, \(F=10^{-4}\) eV/nm and \(L=400\) nm, double precision gives a meaningless result although no entry overflows. Integrating the equation for \(q\) from the drain avoids this for \(E<w\).

## Worked example

The parameters are \(L=30\) nm, \(F=0.01\) eV/nm, \(w=0.06\) eV, \(\lambda=20\) nm, \(\Lambda=10\) nm and 300 K. For \(E=0.03\) eV,

\[
d=\frac{0.06-0.03}{0.01}=3\ {\rm nm},\quad s=2,\quad b=\sqrt8=2.828.
\]

The argument of the hyperbolic cotangent is \(2.828\times27/20=3.82\), and its value is 1.001. Hence \(\ell=3+20/(2+2.831)=7.14\) nm and \(R=7.14/27.14=0.263\). The event-driven simulation also gives 0.263.

A separate simulation moved 30000 carriers by Newton's law in time steps, with displacements of at most about 0.12 nm and no turning-point rule. It returned 0.262, within its standard error of 0.0025, and no carrier returned after emission. This tests the confinement argument, which the event-driven code builds into its fold.

For thermal injection, with 300000 carriers per run, the returned fractions are:

- 0.600 with elastic scattering alone;
- 0.309 with emission, against 0.310 from the coupled fluxes;
- 0.738 when the optical events still randomize direction but remove no energy.

The third run separates energy loss from additional scattering. Half of its optical events reverse the carrier, which adds a reversal rate \(1/(2\Lambda)\) beyond threshold. Repeating the elastic integration with a position-dependent rate gives

\[
R=\frac{\Theta}{1+\Theta},\qquad
\Theta=\frac L\lambda+\frac{L-\max(0,d)}{2\Lambda}.
\]

Its thermal average is also 0.738. The extra events alone raise the return, so the fall to 0.31 is due to the energy loss. At fixed injected flux, the transmitted fraction rises from 0.40 to 0.69.

In the emission run, 181080 carriers left at least one collision moving toward the source with total energy below the barrier top. This happened 643027 times, about 3.6 times for each of them, and none returned. The count includes emissions after which a left mover kept its direction.

At fixed field, lengthening the channel from 15 to 60 nm raises the simulated elastic return from 0.43 to 0.75. With emission it changes only from 0.30 to 0.31.

## Failure modes

**Stopping at the first emission.** A fraction 0.098 of the carriers is injected with \(E>w\). Returns after emission amount to 0.033 of all injected carriers, or about 11% of the returns. The criterion for removal must be \(E<0\), not the occurrence of an emission.

**Counting turns as returns.** The collisions below the barrier top counted above show the difference. A return must be recorded at \(x=0\).

**Omitting absorption.** In equilibrium the fluxes at \(E\) and \(E-w\) are in the ratio \(e^{-w/kT}\). Equal exchange between them requires an absorption path \(\Lambda e^{w/kT}\), here about 102 nm. Including it raises \(R\) from 0.31 to 0.36. Trapped carriers can then climb back over the top, and absorption also reverses some carriers that are still above it; the run does not separate the two effects.

**Omitting tunnelling.** For a symmetric cusp potential \(-F|x|\), let \(h={\rm Bi}+i\,{\rm Ai}\), taken at \(-(E+F|x|)/E_A\) with \(E_A=(F^2/2m)^{1/3}\). This is the outgoing wave. Even and odd solutions \(h^*+S_{e,o}h\) have zero slope and zero value at the cusp, so \(S_e=-h^{*\prime}/h'\) and \(S_o=-h^*/h\). Their half sum has an incoming wave on one side only and transmits with amplitude \((S_e-S_o)/2\). Since \({\rm Ai\,Bi'}-{\rm Ai'\,Bi}=1/\pi\), the numerator of \(S_e-S_o\) over the denominator \(hh'\) is \(-(h^{*\prime}h-h^*h')=-2i/\pi\), and

\[
T_{\rm cusp}=\frac{1}{\pi^2({\rm Ai}^2+{\rm Bi}^2)({\rm Ai}'^2+{\rm Bi}'^2)}
\quad\text{at }-E/E_A.
\]

With a transport mass of 0.19 electron masses this is 0.05 at 0.03 eV below the top. Allowing it at each fold raises \(R\) to 0.34. This is not the full quantum correction: the same cusp partly reflects carriers above the top, with \(T_{\rm cusp}=0.75\) at \(E=0\), and this is not included in the 0.34. For carriers already in the channel this reflection alone lowers the return from 0.31 to about 0.29. It also turns back about 0.08 of the flux arriving from the source, so counted per incident carrier the return rises to about 0.35.

**Holding the paths constant.** In the golden rule with constant matrix elements, the rate follows the final density of states, \(1/v'\). The rate per length is then proportional to \(1/(vv')\). This gives \(\lambda\propto K\) and \(\Lambda\propto\sqrt{K(K-w)}\). With both paths matched to the example at \(K_r=0.12\) eV, the return for \(E<w\) rises from 0.29 to 0.45. The rise comes from the slow carriers near the top, whose elastic path is short. The short emission path just beyond threshold acts the other way and offsets part of it. The elastic layer contributes \((K_r/\lambda F)\ln(w/E)=0.6\ln2=0.42\) to \(\ell/\lambda\) at \(E=0.03\) eV, instead of \(d/\lambda=0.15\). With these paths elastic scattering alone gives 0.65, so emission still lowers the return. The elastic result then depends on length only through \((K_r/\lambda F)\ln(1+FL/E)\), and it rises from 0.59 to 0.69 between 15 and 60 nm.

## Relation to a silicon nanowire

The parameters are round values in the rough regime of a short silicon nanowire transistor; the field is 0.1 MV/cm. With a transport mass of 0.19 electron masses, the wavelength \(2\pi\hbar/\sqrt{2mK}\) is about 16 nm at \(K=0.03\) eV. This is longer than \(d=3\) nm and \(\ell=7\) nm in the example, so a sharp threshold depth and local classical collisions are assumptions of the model, and its return fractions are not predictions for a device. The wire width of 3 nm assumed for the subband estimate below is thin, and the sharp cusp is an idealization. Of the effects computed on the return, the energy dependence of the paths is the largest for the matching used above, but its size and sign depend on that choice. With the emission path still matched at 0.12 eV, matching \(\lambda\) at 0.06 eV gives 0.31 for \(E<w\), and matching it at 0.03 eV gives 0.19, below the constant-path 0.29. Injection is also strongly affected: the source flux tunnelling below the cusp is 0.67 of the classical flux over it, so a classical source is inadequate for this barrier shape. A rounded barrier needs its own calculation.

Other changes are smaller. A source Fermi level 0.05 eV above the top gives 0.33, without Pauli blocking of final states. At 400 K, with \(\lambda\propto1/T\) and the emission rate scaled by phonon occupation plus one, \(R\) is 0.37, still without absorption. Within one valley, for hard walls and a confinement mass of 0.92 electron masses, the second subband opens 0.136 eV above the first. Scattering between valleys is not treated separately; in the same hard-wall estimate for a square wire, the valleys with the heavy mass along the wire open about 0.17 eV above the first subband. Among returning carriers, 42% in the elastic run and 10% in the emission run collided above that energy, so the one-subband elastic result is the more exposed. The largest collision energy in the emission run, 0.52 eV, is well below silicon's gap of roughly 1.1 eV, which supports leaving out impact ionization. Phase coherence between collisions, self-consistent electrostatics and return from inside the drain contact remain outside these estimates, and the separate shifts should not be added. The full values are in the numerical output.

## Table of computed values

```
Channel length 30 nm; energy drop 0.30 eV
Slope 0.010 eV/nm; field 0.10 MV/cm
Phonon energy 0.060 eV; kT 0.02585 eV at 300 K
Elastic reversal path 20 nm; emission path 10 nm
Carriers per event-driven run: 300000
Single energy 0.030 eV: threshold 3.00 nm
  effective length 7.140 nm; long limit 7.142 nm
  returned: formula 0.2631, events 0.2634
  returned: Newton run 0.2619 (30000 carriers)
  Newton returns after emission: 0
Single energy 0.090 eV: coupled fluxes 0.4787
  returned: events 0.4784
  injected share returned after emission 0.3069
Thermal injection, returned fraction (simulation; theory):
  elastic alone 0.6000; 0.6000
  with emission 0.3093; 0.3099
  same events, no loss 0.7375; 0.7378
  standard error, emission run 0.0008
Injected share with E above phonon energy 0.0982
Injected share emitting at least once 0.7027
Injected share returned after emission 0.0330
Carriers turned toward source below top 181080
  number of such turns 643027
  of these carriers, returned 0
Length scan at fixed field: elastic; emission; emission theory
  15 nm: 0.4274; 0.3026; 0.3031
  30 nm: 0.6008; 0.3112; 0.3099
  60 nm: 0.7492; 0.3100; 0.3101
Neglected effects, returned fraction with emission:
  phonon absorption included 0.3600
  tunnelling back through cusp included 0.3391
  source Fermi level 0.05 eV above top 0.3284
  at 400 K 0.3658; paths 15.0, 9.14 nm
For E below phonon energy: constant paths 0.2888
  golden-rule paths, matched at 0.12 eV 0.4539
  golden-rule elastic path alone 0.6468
Cusp transmission at -0.030 eV 0.0500
Tunnelling source flux / over-barrier flux 0.672
Wire width 3 nm; masses 0.19, 0.92 electron mass
Second subband spacing 0.1362 eV
  returners colliding above it: elastic 0.4169
  returners colliding above it: emission 0.0979
Largest collision energy, emission run 0.521 eV
```
